\section*{Wall thickness protected by overlapping depletion layers in macropore etching}

\section{The decision and the leading estimate}

A calculation of hole transport in macropore etching of n-type silicon needs an early decision: may the walls between pores be left out, so that all holes are taken to arrive at the pore tips, or must holes also be followed up into the walls? For a given pore radius, the answer limits the pitch up to which the simpler calculation can be used. It depends on whether the wall still has an electrically neutral core.

The silicon is the anode in a fluoride electrolyte. Dissolution consumes holes, which are minority carriers here and are supplied by illuminating the back of the wafer. Under anodic bias electrons are pushed away from the pore surface, leaving a layer of positive donor charge. Let $N$ be the uniform density of ionized donors, $\varepsilon$ the permittivity, $q>0$ the elementary charge and $V_T=kT/q$. The potential $\phi$ is zero on the pore surface and equals the band bending $V_b>0$ in the neutral substrate. The band bending is only the part of the applied voltage that falls inside the silicon.

Suppose first that the layer contains no electrons and has a sharp edge. From $\phi''=-qN/\varepsilon$, with zero field at the edge, a layer of width $W_0$ carries the drop $qNW_0^2/(2\varepsilon)$. Setting this equal to $V_b$ gives $W_0=\sqrt{2\varepsilon V_b/(qN)}$. Two such layers, one from each side of a plane wall, meet when the thickness is
\begin{equation}
t_0=2W_0=2\sqrt{\frac{2\varepsilon V_b}{qN}} .
\label{leading}
\end{equation}
This is the leading term for $V_b\gg V_T$. Its first correction comes from the electrons in the layer edge. What the estimate means for holes, and whether it holds for round pores, are separate questions.

\section{First correction: the electron tail}

The electrons are taken to be in equilibrium with the substrate, and the charge of the holes is neglected, which requires weak illumination. It also requires that the etching reaction remove holes as fast as they reach the surface: at $N=10^{15}\,\mathrm{cm^{-3}}$ a band bending above about 0.6~V would otherwise build an inversion layer of holes, so the values of 1 and 2~V used below describe deep depletion. The electron density is then $n=N\exp[-(V_b-\phi)/V_T]$. Define
\begin{equation}
u=\frac{V_b-\phi}{V_T},\qquad u_s=\frac{V_b}{V_T},\qquad
L_D=\sqrt{\frac{\varepsilon V_T}{qN}},\qquad \xi=\frac{x}{L_D},
\end{equation}
with $x$ measured across the wall from its midplane. Poisson's equation $\phi''=-(q/\varepsilon)(N-n)$ changes sign on passing from $\phi$ to $u$ and becomes
\begin{equation}
\frac{d^2u}{d\xi^2}=1-e^{-u}.
\label{pb}
\end{equation}
A prime below means $d/d\xi$. Multiplication by $u'$ and integration give $u'^2/2=u+e^{-u}+C$. In a thick wall $u$ and $u'$ vanish in the neutral core, so $C=-1$. At the surface, where $e^{-u_s}$ is negligible,
\begin{equation}
u'_s=\sqrt{2(u_s-1)} .
\end{equation}
By Gauss's law the donor charge per area not compensated by electrons is $\varepsilon V_Tu'_s/L_D$. Equating it to $qNW$ defines an equivalent sharp layer of width $W=\varepsilon V_Tu_s'/(qNL_D)=L_Du'_s$, so that
\begin{equation}
W=\sqrt{\frac{2\varepsilon(V_b-V_T)}{qN}}
=W_0\left[1-\frac{V_T}{2V_b}+\cdots\right],\qquad t_p=2W .
\label{tp}
\end{equation}
The correction is negative because electrons spill into the layer and cancel part of the donor charge.

\section{How sharp is the onset?}

In a wall of half thickness $a$ the midplane value $u_m$ is not zero. Let $d=e^{-u_m}$ be the electron density there divided by $N$, and let $w=u-u_m$ and $S=u_s-u_m$. Since $u'=0$ at the midplane, the first integral is now
\begin{equation}
\tfrac12u'^2=w-d\,(1-e^{-w}),
\end{equation}
and integrating $d\xi=dw/u'$ from midplane to surface gives
\begin{equation}
\frac{a}{L_D}=\int_0^S\frac{dw}{\sqrt{2[w-d(1-e^{-w})]}} .
\label{half}
\end{equation}
Because $(1-e^{-w})/w\le1$, the integrand may be expanded in small $d$ for all $w$:
\begin{equation}
\frac{a}{L_D}=\sqrt{2S}+\frac{d}{2\sqrt2}\int_0^S\frac{1-e^{-w}}{w^{3/2}}\,dw+O(d^2).
\end{equation}
Extended to infinity, the integral is found by parts. The boundary term $-2w^{-1/2}(1-e^{-w})$ vanishes at both ends, leaving $2\int_0^\infty w^{-1/2}e^{-w}dw=2\sqrt\pi$. The part beyond $S$ is $2/\sqrt S$ up to terms of order $e^{-S}$. Hence
\begin{equation}
\frac{a}{L_D}\simeq\sqrt{2S}+d\left[\sqrt{\frac{\pi}{2}}-\frac1{\sqrt{2S}}\right].
\label{expand}
\end{equation}

This tells how many electrons remain when $a=W$. For large $u_s$, $\sqrt{2(u_s-1)}\simeq\sqrt{2u_s}-1/\sqrt{2u_s}$ and $\sqrt{2S}\simeq\sqrt{2u_s}-u_m/\sqrt{2u_s}$. Keeping the first term in the bracket of (\ref{expand}),
\begin{equation}
\frac{u_m-1}{\sqrt{2u_s}}\simeq e^{-u_m}\sqrt{\frac\pi2}
\quad\Longrightarrow\quad
(u_m-1)e^{u_m}\simeq\sqrt{\pi u_s}.
\label{touch}
\end{equation}
The left side rises steeply with $u_m$, so $u_m$ grows only logarithmically with band bending. At the thickness $2W$ the midplane is therefore depleted, but not empty.

For a wall well below $2W$, $d$ is negligible and $a=L_D\sqrt{2S}$. With $a=t/2$, the potential drop inside the wall is
\begin{equation}
V_TS=\frac{V_Tt^2}{8L_D^2}=\frac{qNt^2}{8\varepsilon}<V_b .
\label{drop}
\end{equation}
The midplane then lies at a lower potential than the substrate. A hole has potential energy $q\phi$, so a thin wall presents no barrier to it; energetically the hole is drawn in. The protection must have another cause.

\section{Why depletion protects the wall}

Let $z$ be the distance up the wall from the pore tips, and take $z$ large enough for $\phi$ to depend on $x$ alone. With diffusion constant $D$ and the Einstein relation, the hole flux is $-D(\nabla p+p\nabla\phi/V_T)=-D(\nabla p-p\nabla u)$. Recombination is neglected, and holes are consumed on reaching the surface, so $p=0$ there. In the steady state the flux has no divergence. Inserting $p=P(\xi)e^{-z/\ell}$ gives
\begin{equation}
(P'-u'P)'+\lambda P=0,\qquad \lambda=\frac{L_D^2}{\ell^2}.
\label{hole}
\end{equation}
The smallest $\lambda$ belongs to the part of the hole density that reaches farthest. Put $P=e^{u/2}\psi$. Then $P'-u'P=e^{u/2}(\psi'-u'\psi/2)$. On differentiating once more the terms in $u'\psi'$ cancel, and
\begin{equation}
-\psi''+\left(\frac{u'^2}{4}+\frac{u''}{2}\right)\psi=\lambda\psi .
\label{osc}
\end{equation}

\subsection{Fully depleted wall}

Here $u=u_m+\xi^2/2$, and the bracket in (\ref{osc}) is $\xi^2/4+1/2$. This is a harmonic oscillator. Its lowest state $\psi=e^{-\xi^2/4}$ satisfies $-\psi''+\xi^2\psi/4=\psi/2$, so $\lambda=1$ and
\begin{equation}
\ell=L_D .
\label{ell}
\end{equation}
The condition $\psi=0$ at the surfaces changes this by an exponentially small amount when $a\gg L_D$. The corresponding $P$ is uniform apart from a thin surface zone. The outward drift speed grows linearly from the midplane and empties the wall at the rate $D/L_D^2$. During the time $L_D^2/D$ a hole diffuses about $L_D$ along the wall. Holes do enter a depleted wall, but they are swept to its surface near the bottom.

The remaining electrons give the first correction. From (\ref{pb}), to first order in $d$, the curvature changes by $\delta u''=-d\,e^{-\xi^2/2}$. Write (\ref{hole}) as $-P''+(u'P)'=\lambda P$, with unperturbed solution $P_0=1$. Multiply the first-order equation by $\chi=e^{-\xi^2/2}$, which solves the adjoint equation $-\chi''-\xi\chi'=\chi$, and integrate over $\xi$. The terms with the unknown change of $P$ cancel on integration by parts, up to exponentially small surface terms. What remains is
\begin{equation}
\delta\lambda=\frac{\int\chi\,\delta u''\,d\xi}{\int\chi\,d\xi}
=-d\,\frac{\sqrt\pi}{\sqrt{2\pi}}=-\frac{d}{\sqrt2},
\qquad
\ell\simeq L_D\left(1+\frac{d}{2\sqrt2}\right).
\label{ellcorr}
\end{equation}

\subsection{Wall with a neutral core}

Let $t=2W+c$ with $c\gg L_D$. In the core $u\simeq0$, so (\ref{osc}) is the equation of a free particle and $\psi$ is a cosine. The depleted edges confine it. For a very wide core $\lambda$ is small, and the edge can be treated with $\lambda=0$. Equation (\ref{hole}) then says that the scaled flux $J=u'P-P'$ is constant, so $(Pe^{-u})'=-Je^{-u}$. With $P=0$ at the surface $\xi_s$, this gives $P=Je^{u}\int_\xi^{\xi_s}e^{-u}\,d\xi'$. By (\ref{pb}), the integral of $1-e^{-u}$ from the core to the surface is $u'_s=W/L_D$. In the core, therefore, $P=J(\xi_s-W/L_D-\xi)$. Continued outward, this line vanishes exactly at the edge of the equivalent sharp layer. The zeros of the cosine are thus a distance $c$ apart, so $\sqrt\lambda/L_D=\pi/c$ and
\begin{equation}
\ell\simeq\frac{c}{\pi}.
\label{core}
\end{equation}
The penetration is no longer tied to $L_D$ but grows with the excess thickness. Equation (\ref{tp}) therefore marks the start of a steady loss of protection, not a jump. Formula (\ref{core}) fails once $\ell$ approaches the recombination length, which then limits the penetration.

\subsection{Near the pore tips}

The decay law needs a potential independent of $z$. In a depleted wall of fixed donor charge, a disturbance coming from the tips obeys Laplace's equation and vanishes on both surfaces. Its slowest part is $\cos(\pi x/t)\,e^{-\pi z/t}$, with range $t/\pi$. Within a few such lengths the longitudinal field can matter, and (\ref{ell}) should not be used to predict the wall profile.

\section{Round pores}

\subsection{One pore}

Around a single pore of radius $r$ the depletion layer ends at a radius $R$, where the field vanishes. Integrating $(\rho\phi')'=-qN\rho/\varepsilon$, with the prime now meaning $d/d\rho$, from $\rho$ to $R$ gives $\rho\phi'=qN(R^2-\rho^2)/(2\varepsilon)$. Dividing by $\rho$ and integrating from $r$ to $R$ gives the drop, for which I carry over the corrected value $V_b-V_T$ of the plane wall as an estimate:
\begin{equation}
R^2\ln\frac Rr-\frac{R^2-r^2}{2}=W^2 .
\label{single}
\end{equation}
To see the approach to a plane surface, put $R=r+s$ with $s\ll r$. Expanding the logarithm turns the left side into $s^2[1+s/(3r)+\cdots]$, so
\begin{equation}
s\simeq W\left(1-\frac{W}{6r}\right).
\label{curv}
\end{equation}
The layer is thinner than $W$ because the donor volume around the pore increases outward. Neighbouring layers touch at wall thickness $2(R-r)$.

\subsection{Square array}

Touching layers close only the narrowest place between two pores. Where four pores meet, a neutral column can survive and lead holes upward. To find when it disappears, assume complete depletion and ask whether the potential stays within the available drop. If its maximum would exceed that drop, electrons must remain.

From here on $p$ denotes the pitch, not the hole density. Measure lengths in units of $p$, let $\sigma=r/p$, and write $\phi=(qNp^2/\varepsilon)f$. Then $\nabla^2f=-1$ in a square cell, $f=0$ on the pore, and the normal slope is zero on the cell edges by symmetry. In polar coordinates about the pore centre, with $\rho$ now in units of $p$,
\begin{equation}
\begin{split}
f={}&-\frac{\rho^2-\sigma^2}{4}+A\ln\frac\rho\sigma\\
&+\sum_{m\ge1}a_m\left(\rho^{4m}-\sigma^{8m}\rho^{-4m}\right)\cos4m\theta .
\end{split}
\label{series}
\end{equation}
Each term vanishes at $\rho=\sigma$. Charge balance fixes $A$: the flux into the pore, $2\pi\sigma(-\sigma/2+A/\sigma)$, must equal the silicon area $1-\pi\sigma^2$, so $A=1/(2\pi)$. The coefficients $a_m$ follow from the zero slope on the cell edge, imposed numerically. With $g(r/p)$ the value of $f$ at the cell corner, where the finite-difference solution for the example has its maximum, complete depletion requires $qNp^2g/\varepsilon\le V_b-V_T$, or
\begin{equation}
p^2g(r/p)\le\tfrac12W^2,\qquad t_{\rm array}=p-2r
\quad\text{at equality.}
\label{array}
\end{equation}

\section{A worked estimate}

Take $N=10^{15}\,\mathrm{cm^{-3}}$, $V_b=1$~V, $T=300$~K and a rounded relative permittivity of 12 for silicon. Then $V_T=0.02585$~V, $u_s=38.68$ and $L_D=0.1309\,\mu$m. Equation (\ref{tp}) gives
\begin{equation}
W=0.1309\sqrt{2(38.68-1)}\;\mu\mathrm m\simeq1.14\,\mu\mathrm m,
\qquad t_p\simeq2.27\,\mu\mathrm m .
\end{equation}
The electron tail lowers the leading estimate by $1/(2\times38.68)$, or 1.3\%. An error of $V_T\simeq0.026$~V in the band bending would shift the wall thickness by about as much.

At $t=2W$ the approximate condition (\ref{touch}) reads $(u_m-1)e^{u_m}\simeq\sqrt{\pi\times38.68}=11.0$. Its solution $u_m\simeq2.21$ gives $d\simeq0.110$; the full equation gives 0.114. About a tenth of the electrons thus remain at the midplane. For one percent, $u_m=\ln100=4.605$ and $S=34.08$, and (\ref{expand}) gives
\begin{equation}
t\simeq2(0.1309)\left[8.256+0.01(1.253-0.121)\right]\mu\mathrm m
\simeq2.16\,\mu\mathrm m .
\end{equation}
Cutting the electron fraction from 11\% to 1\% costs only about $0.11\,\mu$m of wall. For a much thinner wall, $t=W$, the internal drop is $(V_b-V_T)/4=0.24$~V. The midplane lies about 0.76~V below the substrate, which confirms that no barrier protects it.

For the holes at $t=2W$, the correction (\ref{ellcorr}) gives $\ell\simeq0.1309(1+0.114/2.828)=0.136\,\mu$m. The discretized drift-diffusion equation gives $0.137\,\mu$m, a difference compatible with neglected terms of order $d^2\simeq0.013$. If the wall is $2\,\mu$m thicker, $\ell$ rises to $0.65\,\mu$m, and if it is $4\,\mu$m thicker, to $1.28\,\mu$m. Equation (\ref{core}) predicts 0.64 and $1.27\,\mu$m; the small excess shrinks as the core widens. Between core widths of 30 and 40 Debye lengths, about 3.9 and $5.2\,\mu$m, the computed slope agrees with $1/\pi$ to within 0.4\%.

For fixed donor charge the tip disturbance would have a range of $2.27/\pi=0.72\,\mu$m at the onset. The electrons still present there screen it and make the range shorter, but it remains several times $L_D$. The lowest micrometre or so of the wall therefore needs a two-dimensional calculation if its shape matters.

Now let the pores be round, with $r=1\,\mu$m. Equation (\ref{single}) gives $R=2.007\,\mu$m, and neighbouring layers touch at a wall of $2.01\,\mu$m. The expansion (\ref{curv}) would give $R-r\simeq0.92\,\mu$m instead of $1.007\,\mu$m, about 8.5\% too low, since $W/r$ is not small. At this touching distance, complete depletion would need 2.08 times the available potential drop at the corner. The neutral columns are therefore still there.

By (\ref{array}) they vanish at $p=3.299\,\mu$m, where $g=0.05936$; as in the plane wall at $2W$, some electrons remain. The two sides of (\ref{array}) are $3.299^2\times0.05936=0.646\,\mu\mathrm m^2$ and $1.137^2/2=0.646\,\mu\mathrm m^2$. The fully depleted wall is
\begin{equation}
t_{\rm array}=3.30-2(1.00)=1.30\,\mu\mathrm m ,
\end{equation}
which is 57\% of the plane-wall value. A finite-difference solution of the same cell tests $g$ and agrees to the digits given.

The array wall falls from 1.43 to $1.08\,\mu$m as $r$ rises from 0.5 to $1.5\,\mu$m, although (\ref{curv}) makes the layer around one large pore wider. The geometry offers a reason. The diagonal gap between pores is $\sqrt2p-2r=\sqrt2\,t+2(\sqrt2-1)r$. At fixed wall thickness it grows with $r$, leaving more silicon to deplete at the corner. This argument covers only the range quoted. Below about $r=0.4\,\mu$m the wall decreases again, because the term $\ln(\rho/\sigma)/(2\pi)$ in (\ref{series}) makes $g$ grow without bound as the pore shrinks.

\section{Using the estimate}

For long parallel trenches under these conditions, a wall up to about $2.3\,\mu$m may be left out of the hole transport calculation beyond the tip region. For the square array with $r=1\,\mu$m the estimate (\ref{array}) for complete depletion gives $1.3\,\mu$m. Between 1.3 and $2.0\,\mu$m the necks are largely depleted, while the corner columns keep more electrons than the estimate for complete depletion allows. How far holes climb in those columns has not been calculated here, so this range is not shown to be unsafe; it only fails the condition for complete depletion.

For small changes, (\ref{tp}) gives
\begin{equation}
\frac{\delta t_p}{t_p}=-\frac12\frac{\delta N}{N}
+\frac12\frac{\delta V_b}{V_b-V_T}+\frac12\frac{\delta\varepsilon}{\varepsilon}.
\end{equation}
A 20\% error in doping shifts the wall by about 10\%. Over a wider range, at 1~V, the plane wall is 7.2, 2.3 and $0.72\,\mu$m for $10^{14}$, $10^{15}$ and $10^{16}\,\mathrm{cm^{-3}}$. At $10^{15}\,\mathrm{cm^{-3}}$ it is 1.6 and $3.2\,\mu$m for 0.5 and 2~V.

Uniform donor charge is a good description across $W$, since $NW^3\simeq1500$. On the scale of $L_D$ it is rougher, because $NL_D^3\simeq2$. The decay length in (\ref{ell}) thus belongs to smoothed donor charge, and the penetration can differ from place to place in a wall. The argument does not cover holes generated inside the wall, by heat, by light absorbed there or by electrical breakdown, nor an electrolyte that dissolves silicon without holes. Wall material can then be lost even where the wall is depleted. The values used here are collected in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
relative permittivity (rounded, silicon): 12
donor density: 1.0e+15 cm^-3
band bending: 1.00 V
temperature: 300 K
thermal voltage kT/q: 0.02585 V
scaled band bending u_s: 38.68
Debye length L_D: 0.1309 um
depletion width W: 1.137 um
W / L_D: 8.681
PLANE WALL, onset thickness 2W: 2.27 um
same in nm: 2273 nm
electron fraction left at midplane, t = 2W: 0.114
thickness for 1 percent electrons left: 2.165 um
internal potential drop for t = W: 0.2435 V
hole decay length / L_D, parabola of half width 8: 1.0000
hole decay length / L_D, parabola of half width 12: 1.0000
hole decay length, 1 percent wall: 0.131 um
hole decay length, t = 2W: 0.137 um
hole decay length, t = 2W + 2 um: 0.647 um
hole decay length, t = 2W + 4 um: 1.276 um
pi times slope of decay length with core width: 0.9969
range of tip disturbance t/pi at t = 2W: 0.724 um
pore radius: 1.00 um
single pore, outer depletion radius R: 2.007 um
single pores touch at wall thickness: 2.014 um
corner potential / available drop at that wall: 2.076
array pitch at complete depletion: 3.299 um
g(r/p), series: 0.05936
g(r/p), finite differences: 0.05936
SQUARE ARRAY, fully depleted wall: 1.30 um
same in nm: 1299 nm
array wall / plane wall: 0.571
array wall for pore radius 0.5 um: 1.434 um
array wall for pore radius 1.5 um: 1.078 um
plane wall 2W at 1e+14 cm^-3, 1 V: 7.189 um
plane wall 2W at 1e+16 cm^-3, 1 V: 0.719 um
plane wall 2W at 1e15 cm^-3, 0.5 V: 1.586 um
plane wall 2W at 1e15 cm^-3, 2.0 V: 3.236 um
\end{verbatim}
